# Image Energy of a Charge at a Thomas-Fermi Metal Surface: a numerical check

```python
"""
Result under test: a point charge q touching a Thomas-Fermi half-space whose
background permittivity eps equals that of the dielectric outside has image
energy  W(0) = -q^2 k0 / (12 pi eps),  k0^2 = q^2 D / eps.
D: density of states at the Fermi level; k0: screening wavevector;
z: distance from the metal surface (metal at z < 0); k: in-plane wavevector.
Dimensionless tests use q = eps = k0 = 1. The example uses eV and nm.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar


# ---------- finite-volume solution of the screened Poisson equation ----------
def make_grid(length_unit, extent, n=2501):
    s = np.linspace(0, np.arcsinh(extent / length_unit), n)
    half = length_unit * np.sinh(s)
    return np.concatenate((-half[:0:-1], half))


def solve_poisson(z, k, source, screened, metal_eps=1.0):
    """Return potential and the screening weight of each node."""
    h = np.diff(z)
    in_metal = (z[1:] + z[:-1]) < 0
    eps = np.where(in_metal, metal_eps, 1.0)

    def to_nodes(a):
        return np.append(a, 0) + np.append(0, a)

    weight = to_nodes(h * in_metal / 2) * screened
    bands = np.zeros((3, len(z)))
    bands[0, 1:] = -eps / h
    bands[2, :-1] = -eps / h
    bands[1] = to_nodes(eps / h) + k**2 * to_nodes(eps * h / 2) + weight
    return solve_banded((1, 1), bands, source), weight


def functional_energy(k, target):
    """Minimum of electrostatic plus Thomas-Fermi energy for one wavevector."""
    z = make_grid(1 / np.sqrt(k * k + 1), 30 / k)
    i = len(z) // 2 if target == 0 else int(np.argmin(abs(z - target)))
    source = np.zeros(len(z))
    source[i] = 1
    bare, _ = solve_poisson(z, k, source, 0)
    total, weight = solve_poisson(z, k, source, 1)
    rho = -weight * total
    m = weight > 0
    energy = (rho @ bare + 0.5 * rho @ (total - bare)
              + 0.5 * np.sum(rho[m]**2 / weight[m]))
    return z[i], energy


def mode_energy(k, z):
    """Derived energy per wavevector, charge outside or inside the metal."""
    kap = np.sqrt(k * k + 1)
    r = 1 / (kap + k)**2
    if z >= 0:
        return -r * np.exp(-2 * k * z) / (4 * k)
    return (1 + r * np.exp(2 * kap * z)) / (4 * kap) - 1 / (4 * k)


for k_test in (0.3, 1.0, 3.0):
    for target in (0.4, 0.0, -0.5):
        position, energy = functional_energy(k_test, target)
        assert abs(energy / mode_energy(k_test, position) - 1) < 2e-3

u, wu = np.polynomial.legendre.leggauss(40)
u, wu = (u + 1) / 2, wu / 2
contact_numeric = sum(
    w * (x / (1 - x)) * functional_energy(x / (1 - x), 0)[1] / (1 - x)**2
    for x, w in zip(u, wu)) / (2 * np.pi)
contact_formula = -1 / (12 * np.pi)
assert abs(contact_numeric / contact_formula - 1) < 1e-3

deep = quad(lambda k: k * mode_energy(k, -8.0), 0, np.inf)[0] / (2 * np.pi)
assert abs(deep * 8 * np.pi + 1) < 1e-5

# Penetration of a uniform field and reflection with unequal backgrounds
for metal_eps in (1.0, 2.5):
    z = make_grid(1.0, 30.0)
    source = np.zeros(len(z))
    source[-1] = 1
    phi, _ = solve_poisson(z, 0, source, 1, metal_eps)
    assert abs(phi[len(z) // 2] * np.sqrt(metal_eps) - 1) < 1e-3
k_test, metal_eps = 0.7, 2.5
z = make_grid(1.0, 30 / k_test)
i = int(np.argmin(abs(z - 0.4)))
source = np.zeros(len(z))
source[i] = 1
induced = (solve_poisson(z, k_test, source, 1, metal_eps)[0]
           - solve_poisson(z, k_test, source, 0)[0])[i]
kap = np.sqrt(k_test**2 + 1 / metal_eps)
refl = (k_test - metal_eps * kap) / (k_test + metal_eps * kap)
expected = refl * np.exp(-2 * k_test * z[i]) / (2 * k_test)
assert abs(induced / expected - 1) < 2e-3

# ---------- distance dependence, k = k0 sinh(t) ----------
t, wt = np.polynomial.legendre.leggauss(800)
t, wt = 10 * (t + 1), 10 * wt
base, sinh_t = wt * np.cosh(t) * np.exp(-2 * t), np.sinh(t)


def scaled_image(x):
    return base @ np.exp(-2 * x * sinh_t)


assert abs(scaled_image(0) - 2 / 3) < 1e-7
x = 1e-3
near = 2 / 3 + x / 2 * (np.log(x) + np.euler_gamma - 0.75)
assert abs(scaled_image(x) - near) < 2 * x**2
x = 40.0
# agreement through second order leaves a remainder close to 1/(8 x^4)
assert abs((scaled_image(x) - 0.5 / (x + 1)) * x**4 - 0.125) < 0.02

# ---------- example: TiN-like gate on HfO2, rough typical inputs ----------
density = 50.0            # electrons per nm^3
eps_opt, eps_static = 4.0, 20.0
barrier, field = 2.5, 0.4  # eV, V/nm
mass, film = 0.2, 8.0      # free-electron masses, nm
temperature, phonon = 300.0, 0.05  # K, eV
breakdown = 5.0            # MV/cm
coul = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9            # eV nm
hb2m = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18            # eV nm^2
hbar_ev = sc.hbar / sc.e
hartree = sc.physical_constants["Hartree energy in eV"][0]
k_fermi = (3 * np.pi**2 * density)**(1 / 3)
e_fermi = hb2m * k_fermi**2
dos = 1.5 * density / e_fermi
k0 = np.sqrt(4 * np.pi * coul * dos / eps_opt)
prefactor = coul / (2 * eps_opt)                          # q^2/(8 pi eps)
w_contact = -coul * k0 / (3 * eps_opt)


def image_tf(z):
    return -prefactor * k0 * scaled_image(k0 * z)


def image_general(z, eps_ox, eps_m):
    km2 = 4 * np.pi * coul * dos / eps_m

    def integrand(v):
        k = v / (2 * z)
        kap_m = np.sqrt(k * k + km2)
        return (np.exp(-v) * (eps_ox * k - eps_m * kap_m)
                / (eps_ox * k + eps_m * kap_m))
    return coul / (2 * eps_ox) * quad(integrand, 0, 60, limit=300)[0] / (2 * z)


assert abs(image_general(0.3, eps_opt, eps_opt) / image_tf(0.3) - 1) < 1e-6
tiny = 1e-5
limit = coul / (4 * eps_opt * tiny) * (eps_opt - 2) / (eps_opt + 2)
assert abs(image_general(tiny, eps_opt, 2.0) / limit - 1) < 0.01


def v_none(z):
    return barrier - field * z


def v_ideal(z):
    return barrier - field * z - prefactor / (2 * z)


def v_tf(z):
    return barrier - field * (z + 1 / k0) + image_tf(z)


def find_top(v):
    res = minimize_scalar(lambda z: -v(z), bounds=(0.01, 2.0),
                          method="bounded", options={"xatol": 1e-8})
    return res.x, barrier - v(res.x)


top_ideal, low_ideal = find_top(v_ideal)
top_tf, low_tf = find_top(v_tf)
schottky = np.sqrt(coul * field / eps_opt)
assert abs(low_ideal - schottky) < 1e-6
assert abs(low_tf - schottky) < 0.005
assert abs(top_tf - (top_ideal - 1 / k0)) < 0.02


def wkb(v, inner=0.0, energy=0.0, m=mass):
    """Exponent S in transmission exp(-S), and the outer turning point."""
    outer = brentq(lambda z: v(z) - energy, 1.0, 15.0)
    area = quad(lambda z: np.sqrt(max(v(z) - energy, 0)), inner, outer,
                limit=200)[0]
    return 2 * np.sqrt(m / hb2m) * area, outer


s_none, out_none = wkb(v_none)
s_fn = 4 / 3 * np.sqrt(mass / hb2m) * barrier**1.5 / field
assert abs(s_none / s_fn - 1) < 1e-5
inner_ideal = brentq(v_ideal, 1e-3, top_ideal)
s_ideal, out_ideal = wkb(v_ideal, inner_ideal)
s_tf, out_tf = wkb(v_tf)
assert max(out_none, out_ideal, out_tf) < film and v_tf(0) > 0

# ---------- sizes of neglected effects ----------
slope = (wkb(v_tf, energy=-0.01)[0] - wkb(v_tf, energy=0.01)[0]) / 0.02
time_total = hbar_ev * slope / 2
time_first = hbar_ev / 2 * np.sqrt(mass / hb2m) * quad(
    lambda z: 1 / np.sqrt(v_tf(z)), 0, 1)[0]
kt = sc.k * temperature / sc.e
assert slope * kt < 1
thermal = slope**2 * kt * quad(
    lambda e: np.log1p(np.exp(-e / kt)) * np.exp(slope * e),
    -3, 2, points=[0], limit=300)[0]
angle = np.pi * slope * kt
assert abs(thermal / (angle / np.sin(angle)) - 1) < 1e-3


def two_electrodes(z, reflection):
    def integrand(k):
        r = reflection(k)
        a = np.exp(-2 * k * film)
        return (r * (np.exp(-2 * k * z) + np.exp(-2 * k * (film - z)))
                + 2 * r * r * a) / (1 - r * r * a)
    return prefactor * (quad(integrand, 0, 5, limit=200)[0]
                        + quad(integrand, 5, 40 / z, limit=200)[0])


n = np.arange(1, 200001)
image_sum = -prefactor * (1 / (2 * top_tf) + np.sum(
    n * film / ((n * film)**2 - top_tf**2) - 1 / (n * film)))
assert abs(two_electrodes(top_tf, lambda k: -1.0) / image_sum - 1) < 1e-5
far_shift = two_electrodes(
    top_tf, lambda k: -k0**2 / (k + np.sqrt(k * k + k0**2))**2) - image_tf(top_tf)
high_k_share = quad(lambda k: 1 / (k + np.sqrt(k * k + 1))**2,
                    2 * k_fermi / k0, np.inf)[0] / (2 / 3)
extra_drop = (eps_static / eps_opt - 1) * field / k0
s_dc = wkb(lambda z: v_tf(z) - extra_drop)[0]
s_light = wkb(v_tf, m=mass / 2)[0]

# ---------- output ----------
print(f"Contact energy, functional, q=eps=k0=1: {contact_numeric:.6f}")
print(f"Contact energy, formula, same units: {contact_formula:.6f}")
print(f"Deep-metal energy, same units: {deep:.6f}")
print(f"INPUT density: {density*1e21:.1e} cm^-3; barrier: {barrier:.2f} eV")
print(f"INPUT permittivity: optical {eps_opt:.1f}, static {eps_static:.1f}")
print(f"INPUT field: {field*10:.1f} MV/cm; film: {film:.1f} nm")
print(f"INPUT tunnelling mass: {mass:.2f} m_e; temperature: {temperature:.0f} K")
print(f"INPUT phonon energy: {phonon:.3f} eV; breakdown: {breakdown:.1f} MV/cm")
print(f"Fermi energy: {e_fermi:.3f} eV; Fermi wavevector: {k_fermi:.3f} nm^-1")
print(f"Density of states: {dos:.3f} eV^-1 nm^-3")
print(f"Screening wavevector k0: {k0:.3f} nm^-1")
print(f"Screening length 1/k0: {1/k0:.4f} nm = {10/k0:.3f} angstrom")
print(f"Contact image energy: {w_contact:.4f} eV = {w_contact/hartree:.5f} hartree")
print(f"Deep-metal energy: {1.5*w_contact:.4f} eV")
print(f"Shifted-plane value at contact: {-prefactor*k0/2:.4f} eV")
print("Image energy (eV): z in nm, Thomas-Fermi, ideal metal, shifted plane")
for zz in (0.05, 0.1, 0.2, 0.5, 1.0, 2.0):
    print(f"  {zz:.2f}  {image_tf(zz):.4f}  {-prefactor/(2*zz):.4f}"
          f"  {-prefactor/(2*(zz+1/k0)):.4f}")
print(f"Surface lowering by field penetration: {field/k0:.4f} eV")
print(f"Barrier at contact, Thomas-Fermi: {v_tf(0):.4f} eV")
print(f"Barrier top position: ideal {top_ideal:.4f} nm, TF {top_tf:.4f} nm")
print(f"Barrier lowering: ideal {low_ideal:.4f} eV, TF {low_tf:.4f} eV")
print(f"Inner turning point, ideal metal: {inner_ideal:.4f} nm")
print(f"Outer turning point: none {out_none:.3f}, ideal {out_ideal:.3f},"
      f" TF {out_tf:.3f} nm")
print(f"WKB exponent: none {s_none:.3f}, ideal {s_ideal:.3f}, TF {s_tf:.3f}")
print(f"Transmission ratio ideal/none: {np.exp(s_none-s_ideal):.3f}")
print(f"Transmission ratio TF/none: {np.exp(s_none-s_tf):.3f}")
print(f"Transmission ratio TF/ideal: {np.exp(s_ideal-s_tf):.3f}")
print("NEGLECTED EFFECTS")
print(f"Image energy at TF top, matched: {image_tf(top_tf):.4f} eV")
for em in (2.0, 8.0):
    print(f"  with metal background {em:.0f}:"
          f" {image_general(top_tf, eps_opt, em):.4f} eV at top,"
          f" {image_general(0.01, eps_opt, em):.4f} eV at 0.01 nm")
print(f"  with static oxide response, metal background 4:"
      f" {image_general(top_tf, eps_static, eps_opt):.4f} eV at top")
print(f"Traversal time: total {time_total*1e15:.3f} fs,"
      f" first nm {time_first*1e15:.3f} fs")
print(f"Phonon phase: total {phonon*time_total/hbar_ev:.3f} rad,"
      f" first nm {phonon*time_first/hbar_ev:.3f} rad")
print(f"Extra surface lowering from static displacement: {extra_drop:.4f} eV")
print(f"  transmission factor from it: {np.exp(s_tf-s_dc):.2f}")
print(f"Far-electrode shift at top: {far_shift*1000:.4f} meV")
print(f"Share of contact energy from k > 2 k_F: {100*high_k_share:.1f} %")
print(f"Induced potential energy / Fermi energy: {2*abs(w_contact)/e_fermi:.3f}")
print(f"Thermal current factor, linearised exponent: {thermal:.3f}")
print(f"WKB exponent with half the mass: {s_light:.3f}")
print(f"Field / rough breakdown field: {field*10/breakdown:.2f}")
print("all assertions hold")
```

Running it gives:

```
Contact energy, functional, q=eps=k0=1: -0.026526
Contact energy, formula, same units: -0.026526
Deep-metal energy, same units: -0.039789
INPUT density: 5.0e+22 cm^-3; barrier: 2.50 eV
INPUT permittivity: optical 4.0, static 20.0
INPUT field: 4.0 MV/cm; film: 8.0 nm
INPUT tunnelling mass: 0.20 m_e; temperature: 300 K
INPUT phonon energy: 0.050 eV; breakdown: 5.0 MV/cm
Fermi energy: 4.949 eV; Fermi wavevector: 11.397 nm^-1
Density of states: 15.155 eV^-1 nm^-3
Screening wavevector k0: 8.280 nm^-1
Screening length 1/k0: 0.1208 nm = 1.208 angstrom
Contact image energy: -0.9936 eV = -0.03651 hartree
Deep-metal energy: -1.4903 eV
Shifted-plane value at contact: -0.7452 eV
Image energy (eV): z in nm, Thomas-Fermi, ideal metal, shifted plane
  0.05  -0.5659  -1.8000  -0.5270
  0.10  -0.4215  -0.9000  -0.4076
  0.20  -0.2838  -0.4500  -0.2806
  0.50  -0.1452  -0.1800  -0.1450
  1.00  -0.0803  -0.0900  -0.0803
  2.00  -0.0424  -0.0450  -0.0424
Surface lowering by field penetration: 0.0483 eV
Barrier at contact, Thomas-Fermi: 1.4581 eV
Barrier top position: ideal 0.4743 nm, TF 0.3570 nm
Barrier lowering: ideal 0.3795 eV, TF 0.3802 eV
Inner turning point, ideal metal: 0.0362 nm
Outer turning point: none 6.250, ideal 6.214, TF 6.093 nm
WKB exponent: none 30.189, ideal 29.023, TF 28.600
Transmission ratio ideal/none: 3.209
Transmission ratio TF/none: 4.896
Transmission ratio TF/ideal: 1.526
NEGLECTED EFFECTS
Image energy at TF top, matched: -0.1891 eV
  with metal background 2: -0.1683 eV at top, 1.8159 eV at 0.01 nm
  with metal background 8: -0.2064 eV at top, -3.4739 eV at 0.01 nm
  with static oxide response, metal background 4: -0.0135 eV at top
Traversal time: total 5.935 fs, first nm 0.528 fs
Phonon phase: total 0.451 rad, first nm 0.040 rad
Extra surface lowering from static displacement: 0.1932 eV
  transmission factor from it: 30.47
Far-electrode shift at top: -0.0885 meV
Share of contact energy from k > 2 k_F: 13.3 %
Induced potential energy / Fermi energy: 0.402
Thermal current factor, linearised exponent: 1.473
WKB exponent with half the mass: 20.223
Field / rough breakdown field: 0.80
all assertions hold
```
